# Fundamental gap and derivative discontinuity of the half-filled Hubbard dimer: verification in Python

```python
"""Half-filled symmetric Hubbard dimer: gap and derivative discontinuity.

H = -t sum_s (c1s^+ c2s + h.c.) + U sum_i n_i,up n_i,down + (d/2)(n1 - n2)
t: hopping, U: on-site repulsion, d: potential difference between the sites.
E(N): lowest energy with N electrons.  Results under test, for d = 0, U >= 0:
  fundamental gap  E(3) + E(1) - 2 E(2) = sqrt(U^2 + 16 t^2) - 2 t
  Kohn-Sham gap    2 t
  jump of the exchange-correlation potential at N = 2:
                   sqrt(U^2 + 16 t^2) - 4 t
All energies are in eV.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

# Fermion operators on the 16-dimensional Fock space (Jordan-Wigner signs).
# Mode order: site 1 up, site 1 down, site 2 up, site 2 down.
LOWER = np.array([[0.0, 1.0], [0.0, 0.0]])
SIGN = np.diag([1.0, -1.0])


def annihilator(mode):
    op = np.eye(1)
    for k in range(4):
        factor = SIGN if k < mode else (LOWER if k == mode else np.eye(2))
        op = np.kron(op, factor)
    return op


c = [annihilator(m) for m in range(4)]
cd = [op.T for op in c]
num = [cd[m] @ c[m] for m in range(4)]
n_site1, n_site2 = num[0] + num[1], num[2] + num[3]
electron_count = np.rint(np.diag(n_site1 + n_site2)).astype(int)
hop = sum(cd[s] @ c[s + 2] + cd[s + 2] @ c[s] for s in (0, 1))
double_occ = num[0] @ num[1] + num[2] @ num[3]


def hamiltonian(t, U, d=0.0):
    return -t * hop + U * double_occ + 0.5 * d * (n_site1 - n_site2)


def spectrum(t, U, N, d=0.0):
    idx = np.where(electron_count == N)[0]
    return np.linalg.eigvalsh(hamiltonian(t, U, d)[np.ix_(idx, idx)])


def ground(t, U, N, d=0.0):
    return spectrum(t, U, N, d)[0]


def numerical_gap(t, U):
    return ground(t, U, 3) + ground(t, U, 1) - 2 * ground(t, U, 2)


# Anticommutation relations of the operators
for i in range(4):
    for j in range(4):
        assert np.allclose(c[i] @ cd[j] + cd[j] @ c[i], (i == j) * np.eye(16))
        assert np.allclose(c[i] @ c[j] + c[j] @ c[i], 0)

# Spectra and gap for several parameter pairs
for t, U in [(1.0, 0.0), (1.0, 6.0), (0.7, 2.3), (2.5, 1.1), (0.3, 9.0)]:
    root = np.sqrt(U**2 + 16 * t**2)
    two = sorted([0, 0, 0, U, (U - root) / 2, (U + root) / 2])
    assert np.allclose(spectrum(t, U, 1), [-t, -t, t, t], atol=1e-11)
    assert np.allclose(spectrum(t, U, 2), two, atol=1e-11)
    assert np.allclose(spectrum(t, U, 3), [U - t, U - t, U + t, U + t],
                       atol=1e-11)
    assert abs(numerical_gap(t, U) - (root - 2 * t)) < 1e-11

# Worked example
t, U = 1.0, 6.0
root = np.sqrt(U**2 + 16 * t**2)
E = [ground(t, U, N) for N in range(5)]
gap = E[3] + E[1] - 2 * E[2]
mu_minus, mu_plus = E[2] - E[1], E[3] - E[2]

# Covalent and even ionic singlets form a closed two-state block
vacuum = np.zeros(16)
vacuum[0] = 1.0
covalent = (cd[0] @ cd[3] - cd[1] @ cd[2]) @ vacuum / np.sqrt(2)
ionic = (cd[0] @ cd[1] + cd[2] @ cd[3]) @ vacuum / np.sqrt(2)
pair = np.column_stack([covalent, ionic])
H = hamiltonian(t, U)
block = pair.T @ H @ pair
assert np.allclose(H @ pair, pair @ block)
assert np.allclose(block, [[0, -2 * t], [-2 * t, U]])

# Ground state of the whole two-electron sector: ionic weight and density
idx2 = np.where(electron_count == 2)[0]
psi = np.zeros(16)
psi[idx2] = np.linalg.eigh(H[np.ix_(idx2, idx2)])[1][:, 0]
ionic_weight = (ionic @ psi) ** 2
assert abs(ionic_weight - (1 - U / root) / 2) < 1e-11
n1, n2 = psi @ n_site1 @ psi, psi @ n_site2 @ psi
assert abs(n1 - 1) < 1e-11 and abs(n2 - 1) < 1e-11


# Kohn-Sham dimer: two electrons in the lower orbital of a 2x2 problem
def ks_orbitals(d):
    return np.linalg.eigh(np.array([[d / 2, -t], [-t, -d / 2]]))


def ks_density_difference(d):
    lower = ks_orbitals(d)[1][:, 0]
    return 2 * (lower[0] ** 2 - lower[1] ** 2)


for d in (-3.0, -0.4, 0.9, 5.0):
    width = np.sqrt(4 * t**2 + d**2)
    assert abs(ks_density_difference(d) + 2 * d / width) < 1e-11
    assert abs(np.diff(ks_orbitals(d)[0])[0] - width) < 1e-11
d_ks = brentq(lambda d: ks_density_difference(d) - (n1 - n2), -5, 6,
              xtol=1e-13)
ks_gap = np.diff(ks_orbitals(d_ks)[0])[0]
assert abs(d_ks) < 1e-9 and abs(ks_gap - 2 * t) < 1e-11
delta_xc = gap - ks_gap

# Convexity of E(N), needed for straight lines between neighbouring integers
for repulsion in (0.0, U):
    for d in (-0.5, 0.0, 0.5):
        levels = [ground(t, repulsion, N, d) for N in range(5)]
        assert np.all(np.diff(levels, 2) > -1e-11)


# Exchange-correlation energy from its definition, by Legendre maximization
def universal_energy(occ1, occ2, repulsion):
    N = occ1 + occ2
    low = int(np.floor(N + 1e-12))
    frac = max(N - low, 0.0)

    def negative(d):
        energy = ((1 - frac) * ground(t, repulsion, low, d)
                  + frac * ground(t, repulsion, low + 1, d))
        return -(energy - 0.5 * d * (occ1 - occ2))

    best = minimize_scalar(negative, bounds=(-2.0, 2.1), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(best.x) < 1.0  # interior maximum
    return -best.fun


def e_xc(occ1, occ2):
    hartree = 0.5 * U * (occ1**2 + occ2**2)
    return (universal_energy(occ1, occ2, U)
            - universal_energy(occ1, occ2, 0.0) - hartree)


def one_sided_vxc(step):
    # derivative with respect to n1 at fixed n2 = 1, extrapolated in the step
    base = e_xc(1.0, 1.0)
    full = (e_xc(1.0 + step, 1.0) - base) / step
    half = (e_xc(1.0 + step / 2, 1.0) - base) / (step / 2)
    return 2 * half - full


vxc_plus, vxc_minus = one_sided_vxc(2e-4), one_sided_vxc(-2e-4)
vs_minus, vs_plus = mu_minus + t, mu_plus - t
# tolerance: remaining error is of second order in the step of 2e-4
assert abs(vxc_plus - (vs_plus - U)) < 1e-5
assert abs(vxc_minus - (vs_minus - U)) < 1e-5
assert abs((vxc_plus - vxc_minus) - (root - 4 * t)) < 1e-5
assert abs(delta_xc - (root - 4 * t)) < 1e-11

# Limits; tolerances are slightly above the first neglected term
weak_U, strong_U = 0.1, 100.0
weak = numerical_gap(t, weak_U) - 2 * t
strong = numerical_gap(t, strong_U) - 2 * t
assert abs(weak - weak_U**2 / (8 * t)) < 1.1 * weak_U**4 / (512 * t**3)
assert (abs(strong - (strong_U - 4 * t + 8 * t**2 / strong_U))
        < 1.1 * 32 * t**4 / strong_U**3)

print(f"hopping t = {t:.4f} eV")
print(f"repulsion U = {U:.4f} eV")
print(f"sqrt(U^2 + 16 t^2) = {root:.4f} eV")
print(f"singlet coupling = {block[0, 1]:.4f} eV")
print(f"E(1) = {E[1]:.4f} eV")
print(f"E(2) = {E[2]:.4f} eV")
print(f"E(3) = {E[3]:.4f} eV")
print(f"ionic weight in ground state = {ionic_weight:.4f}")
print(f"slope below N=2, E(2)-E(1) = {mu_minus:.4f} eV")
print(f"slope above N=2, E(3)-E(2) = {mu_plus:.4f} eV")
print(f"fundamental gap = {gap:.4f} eV")
print(f"Kohn-Sham gap = {ks_gap:.4f} eV")
print(f"derivative discontinuity = {delta_xc:.4f} eV")
print(f"share of gap from discontinuity = {100 * delta_xc / gap:.1f} %")
print(f"KS potential below N=2 = {vs_minus:.4f} eV")
print(f"KS potential above N=2 = {vs_plus:.4f} eV")
print(f"Hartree potential at N=2 = {U * n1:.4f} eV")
print(f"v_xc below, from E_xc derivative = {vxc_minus:.4f} eV")
print(f"v_xc above, from E_xc derivative = {vxc_plus:.4f} eV")
print(f"jump of v_xc, from E_xc = {vxc_plus - vxc_minus:.4f} eV")
print("Table for t = 1 eV: U, gap, discontinuity (eV), share (%)")
for u in (0.0, 1.0, 2.0, 4.0, 6.0, 10.0, 20.0):
    g = numerical_gap(t, u)
    jump = abs(g - 2 * t) if u == 0 else g - 2 * t
    print(f"{u:5.1f} {g:9.4f} {jump:9.4f} {100 * jump / g:6.1f}")
print(f"weak case U = {weak_U:.1f} eV: jump = {weak:.6f} eV")
print(f"  U^2/(8t) = {weak_U**2 / (8 * t):.6f} eV")
print(f"strong case U = {strong_U:.1f} eV: jump = {strong:.5f} eV")
print(f"  U-4t+8t^2/U = {strong_U - 4*t + 8*t**2/strong_U:.5f} eV")
print("verified")
```

Running it gives:

```
hopping t = 1.0000 eV
repulsion U = 6.0000 eV
sqrt(U^2 + 16 t^2) = 7.2111 eV
singlet coupling = -2.0000 eV
E(1) = -1.0000 eV
E(2) = -0.6056 eV
E(3) = 5.0000 eV
ionic weight in ground state = 0.0840
slope below N=2, E(2)-E(1) = 0.3944 eV
slope above N=2, E(3)-E(2) = 5.6056 eV
fundamental gap = 5.2111 eV
Kohn-Sham gap = 2.0000 eV
derivative discontinuity = 3.2111 eV
share of gap from discontinuity = 61.6 %
KS potential below N=2 = 1.3944 eV
KS potential above N=2 = 4.6056 eV
Hartree potential at N=2 = 6.0000 eV
v_xc below, from E_xc derivative = -4.6056 eV
v_xc above, from E_xc derivative = -1.3944 eV
jump of v_xc, from E_xc = 3.2111 eV
Table for t = 1 eV: U, gap, discontinuity (eV), share (%)
  0.0    2.0000    0.0000    0.0
  1.0    2.1231    0.1231    5.8
  2.0    2.4721    0.4721   19.1
  4.0    3.6569    1.6569   45.3
  6.0    5.2111    3.2111   61.6
 10.0    8.7703    6.7703   77.2
 20.0   18.3961   16.3961   89.1
weak case U = 0.1 eV: jump = 0.001250 eV
  U^2/(8t) = 0.001250 eV
strong case U = 100.0 eV: jump = 96.07997 eV
  U-4t+8t^2/U = 96.08000 eV
verified
```
